# Half Filling of Every Site in a Bipartite Metal–Insulator Chain

In a model contact between a metal and an insulator with a gap of 6 eV, the second insulator site holds 0.436 electrons per spin in states below the gap and 0.064 in filled states inside the gap. The gap states come from the metal, and this insulator has none when detached. One might expect them to charge the site, yet the two numbers add up to 0.500, the occupation that the site has without the metal. The sum stays at one half for any choice of the hoppings, and the reason is a symmetry of the chain.

Let the chain have sites $j=1,\dots,N$, each with one orbital, the orbitals being mutually orthogonal. All sites, metal and insulator alike, have the same energy $e_0$. Site $j$ is joined to site $j+1$ by a real hopping $t_j$, and there is no other hopping. The electrons are independent, or move in a mean field already contained in these parameters. For one spin the Hamiltonian matrix is

$$
H=e_0+K,\qquad K_{j,j+1}=K_{j+1,j}=t_j ,
$$

with all other elements of $K$ equal to zero. The metal, the contact and the insulator differ in the values of $t_j$ alone. The Fermi level is $\mu=e_0$. This will turn out to be the middle of the insulator's gap, hence the name midgap. Energies are measured from $e_0$ from here on.

Odd and even sites form two sublattices, and each hopping joins one to the other. Define the diagonal matrix $\Gamma$ with elements $\gamma_j=+1$ on odd sites and $\gamma_j=-1$ on even sites. Then $\Gamma^2=1$ and

$$
(\Gamma K\Gamma)_{ij}=\gamma_i\gamma_jK_{ij}=-K_{ij},
$$

because $K_{ij}$ differs from zero only when $i$ and $j$ lie on opposite sublattices, where $\gamma_i\gamma_j=-1$. The sizes and signs of the hoppings play no part.

If $K\psi=E\psi$, it follows that

$$
K(\Gamma\psi)=\Gamma(\Gamma K\Gamma)\psi=-\Gamma K\psi=-E(\Gamma\psi).
$$

A state at $E$ thus has a partner at $-E$ whose amplitudes differ from its own only in sign on even sites. Both have the same weight $|\psi_i|^2$ on every site, so the local density of states obeys $\rho_i(E)=\rho_i(-E)$.

The occupations follow from the density matrix $P=f(K)$, where $f$ is the Fermi function at $\mu=0$. With $u=E/2k_BT$,

$$
\frac12(1-\tanh u)=\frac{e^{-u}}{e^{u}+e^{-u}}=\frac{1}{e^{2u}+1}=f(E).
$$

Hence

$$
P=\frac12-\frac12M,\qquad M=\tanh\!\left(\frac{K}{2k_BT}\right).
$$

A function of a matrix acts on its eigenvalues, and $\Gamma$ is its own inverse, so $\Gamma M\Gamma=\tanh(\Gamma K\Gamma/2k_BT)$. Since $\Gamma K\Gamma=-K$ and the hyperbolic tangent is odd, $\Gamma M\Gamma=-M$. In elements this reads

$$
\gamma_i\gamma_jM_{ij}=-M_{ij}.
$$

For two sites on the same sublattice $\gamma_i\gamma_j=1$, so $M_{ij}=0$. Therefore

$$
P_{ij}=\frac12\delta_{ij}\quad\text{(same sublattice)},\qquad n_i=P_{ii}=\frac12 .
$$

This holds at every temperature $T>0$ and for every set of hoppings, which is the result to be proved. It says nothing about the elements of $P$ between opposite sublattices, which describe the bonds. In 30 random chains of 20 sites, with hoppings of either sign and magnitudes from 0.3 to 3 eV, the largest departure of $n_i$ from one half at zero temperature was $2\times10^{-13}$, a rounding error, while the largest bond element was 0.49. The electrons are far from evenly spread in energy or indifferent to the bonds, but their site occupations are uniform.

The limit $T\to0$ needs care if a state lies at zero energy. There $\tanh0=0$ at any $T>0$, so the state is half filled, and the theorem survives in the limit. Whether such a state exists can be read from $K\varphi=0$. Take all hoppings nonzero. The first row gives $t_1\varphi_2=0$, so $\varphi_2=0$. Row $j+1$ gives

$$
t_j\varphi_j+t_{j+1}\varphi_{j+2}=0,\qquad
\varphi_{j+2}=-\frac{t_j}{t_{j+1}}\varphi_j .
$$

All even amplitudes therefore vanish. The last row is $t_{N-1}\varphi_{N-1}=0$. For even $N$ it makes an odd-site amplitude vanish, and the recursion then removes all the others: there is no zero mode. For odd $N$ the last row is already satisfied, and there is one zero mode, living on the odd sites. If some hopping is zero, the chain falls into pieces and each can be treated in this way.

Suppose the zero mode, normalised to one, is emptied by hand for one spin. Half its weight is then removed from each site, and filling it adds the same amount:

$$
n_i=\frac12-\frac12|\varphi_i|^2\ \text{(empty)},\qquad
n_i=\frac12+\frac12|\varphi_i|^2\ \text{(full)}.
$$

In a random chain of 21 sites the largest departure with the mode empty was 0.141, so the filling rule matters. If one spin fills the mode and the other leaves it empty, the departures cancel in the sum over spins. Each site then has one electron in total, but the odd sites carry a spin.

A real contact has a metal with a continuous spectrum. At $T>0$ one can lengthen the metal step by step: $n_i=1/2$ at each length, so the limit is the same. At $T=0$ it is useful to have a form that does not count states. For a level at $E\neq0$,

$$
\frac1\pi\int_0^\infty\mathrm{Re}\,\frac1{iy-E}\,dy
=-\frac1\pi\int_0^\infty\frac{E}{E^2+y^2}\,dy=-\frac12\,\mathrm{sgn}\,E .
$$

Adding $1/2$ gives 1 for a filled level and 0 for an empty one. Weighting each level by its share on site $i$ yields

$$
n_i=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G_{ii}(iy)\,dy,\qquad G(z)=(z-K)^{-1}.
$$

The symmetry gives $\Gamma G(z)\Gamma=(z+K)^{-1}=-G(-z)$, and so $G_{ii}(iy)=-G_{ii}(-iy)$. Because $K$ is real and symmetric, $G_{ii}(-iy)$ is the complex conjugate of $G_{ii}(iy)$. A number equal to minus its own conjugate is imaginary. The real part vanishes at each $y$, and $n_i=1/2$ again.

For the example, the metal is a uniform chain with hopping $t_m=2$ eV. Its last site is joined by $t_c=1.5$ eV to an insulator with alternating hoppings $t_1=4.5$ eV and $t_2=1.5$ eV, the strong bond coming first. The insulator has eight two-site cells of length $a=0.5$ nm, is 4 nm thick, and ends in a strong bond. In its bulk, a Bloch wave with phase $k$ per cell sees the two sublattices joined by $t_1+t_2e^{ik}$ up to a choice of phase, so

$$
E_\pm(k)=\pm\sqrt{t_1^2+t_2^2+2t_1t_2\cos k}.
$$

The root is smallest at $k=\pi$, where it equals $t_1-t_2=3$ eV. The gap is $2(t_1-t_2)=6$ eV, centred on zero. The metal band runs from $-4$ to $+4$ eV and covers it, so metal states reach into the insulator at energies where the insulator has no travelling waves.

Their form at midgap can be found by hand. Number the insulator sites from 1 at the contact, and let $\psi_M$ be the amplitude on the last metal site. At zero energy the equation at site 16 is $t_1\psi_{15}=0$, and the equations at the other even sites then remove all odd amplitudes. The equations at sites 1 and 3 are

$$
t_c\psi_M+t_1\psi_2=0,\qquad t_2\psi_2+t_1\psi_4=0,
$$

and the pattern of the second repeats in each cell. Hence

$$
|\psi_{2k}|^2=\left(\frac{t_c}{t_1}\right)^2\left(\frac{t_2}{t_1}\right)^{2k-2}|\psi_M|^2 .
$$

To turn this into a density of states we need its value on the last metal site. Let $g$ be the Green function at the end of the detached metal. Removing the end site leaves an identical chain, so $g=1/(z-t_m^2g)$. At $z\to i0$ this gives $t_m^2g^2=-1$, and the root with a positive density of states is $g=-i/t_m$. Joining the insulator adds $t_c^2G^I_{11}(0)$ to the energy of the end site, where $G^I$ belongs to the detached insulator. The first column of $G^I(0)$ solves $-K^IG^I=1$. Its even rows have zero on the right, so they give the same chain of equations as above, from $G^I_{15,1}=0$ back to $G^I_{11}=0$. The added term is zero, and the density on the last metal site is $-\mathrm{Im}\,g/\pi=1/(\pi t_m)$. At this energy there is one wave, incoming and reflected, so the densities on different sites are in the ratio of $|\psi|^2$:

$$
\rho_{2k}(0)=\frac{1}{\pi t_m}\left(\frac{t_c}{t_1}\right)^2\left(\frac{t_2}{t_1}\right)^{2k-2},\qquad \rho_{2k-1}(0)=0 .
$$

On site 2 this is $(1/9)/(2\pi)=0.0177$ per eV and spin. Each further cell divides it by 9, giving 0.00196 on site 4. Writing the factor per cell as $e^{-a/\lambda}$ gives

$$
\lambda=\frac{a}{2\ln(t_1/t_2)}=\frac{0.5\ \text{nm}}{2\ln3}=0.228\ \text{nm}.
$$

At the far face the density is down by $9^{-7}=2.1\times10^{-7}$ from site 2, so the metal states at midgap hardly reach the far face.

The opening numbers can now be read. Let $v$, $w$ and $c$ be the weights of site 2 below, inside and above the gap. One orbital has total weight $v+w+c=1$, and the symmetry gives $v=c$. Thus $v=\frac12-\frac12w$. Half the gap weight lies below the Fermi level, so the occupation is

$$
n_2=v+\frac12w=0.436+0.064=0.500 .
$$

The gap states take equal weight from both bands. What the filled ones add, the valence band has lost. A metal-induced gap state is therefore not in itself a charge.

Electrical neutrality needs one more condition. With both spins, each site holds one electron, so it is neutral if its core has charge $+e$. All sites then produce no electrostatic potential beyond what $e_0$ already contains, and equal site energies are self-consistent in the Hartree sense. The occupations stay at one half at 300 K too, where a contact with 600 metal sites departs from it by about $10^{-15}$.

Fermi-level pinning concerns what happens when the levels are not aligned. Raise all insulator site energies by $V_0=0.5$ eV, with the metal sites and the Fermi level held at zero. The added diagonal matrix $V$ obeys $\Gamma V\Gamma=+V$, so the symmetry is lost. The insulator as a whole then has $-0.0139$ excess electrons per chain, that is, a deficit. The midgap densities give a comparison. Their sum over sites is $0.01768/(1-1/9)=0.0199$ per eV and spin, and a change of 0.5 eV for two spins would remove 0.0199 electrons to leading order. That estimate describes a Fermi level lowered relative to all sites, metal included. Here the metal levels stay where they are. To leading order, the two numbers differ by what the insulator would lose if the metal levels alone were raised by the same 0.5 eV.

The charge creates a potential that acts back on it. Treat each site as a plane with area $A=0.1225$ nm² per chain, at distance $x_j=ja/2$ from the last metal plane, which is assigned the opposite charge. This countercharge is an assumption that stands for the screening by a real metal: at a fixed Fermi level the metal sites of the chain do not by themselves gain what the insulator loses; for this shift they lose 0.006 electrons as well. Let $q_j=2n_j-1$ be the excess electrons on site $j$. The field of this pair of planes has magnitude $e|q_j|/(\varepsilon_0\varepsilon_rA)$ between them and is zero outside. For $q_j>0$ an electron gains potential energy in proportion to $x$ up to $x_j$, and none beyond. Summing over planes,

$$
V_i=V_0+\frac{e^2}{\varepsilon_0\varepsilon_rA}\sum_jq_j\min(x_i,x_j).
$$

Since $q_j$ depends on all the $V_i$, the equations are solved together. With a background permittivity $\varepsilon_r=4$, the deficit shrinks to 0.0102 electrons. The charge per area is

$$
\sigma=\frac{0.0102\,e}{0.1225\ \text{nm}^2}=0.083\,e/\text{nm}^2=1.33\ \mu\text{C/cm}^2 ,
$$

and the field next to the metal is $\sigma/(\varepsilon_0\varepsilon_r)=3.8$ MV/cm, or 0.38 V/nm. Deep in the insulator the offset falls from 0.500 to 0.354 eV. The drop of 0.146 eV, divided by the field, gives 0.39 nm as the charge-weighted distance from the metal plane, between sites 1 and 2.

The remaining fraction is $0.354/0.500=0.71$. A value of 1 would mean no pinning, and 0 would mean that the insulator's midgap is brought back to the Fermi level. This contact is thus weakly pinned. With $t_c=0$ and the other settings held fixed, the fraction is 1: the detached insulator has no states at the Fermi level and exchanges no charge. For this termination, with the strong bond first, pinning therefore needs the contact hopping, while the neutral point towards which it acts is set by the symmetry. An insulator that begins with its weak bond has a midgap state of its own, described next, and that state pins the levels strongly even for weak contact hopping, provided it is filled according to the Fermi level.

The order of the bonds gives a second case. Let a long detached insulator begin with its weak bond. The zero-mode recursion becomes $\varphi_{j+2}=-(t_2/t_1)\varphi_j$, which decays inward, so a state sits at the surface in midgap. Half filled per spin, it leaves each site neutral. Emptied for both spins, it removes $\sum_i|\varphi_i|^2=1$ electron from the surface region compared with neutrality, about a hundred times the deficit found above. The theorem covers this surface, but its charge is sensitive to how the state is filled.

The theorem fails when the site energies differ between the sublattices. In a bulk insulator with energies $+\Delta$ and $-\Delta$ and a coupling of magnitude $h_k$, the lower band has energy $-E_k$, with $E_k=\sqrt{\Delta^2+h_k^2}$. Let $\alpha$ and $\beta$ be its amplitudes on the upper and lower site, with phases chosen so that the coupling is $h_k$. The equation $\Delta\alpha+h_k\beta=-E_k\alpha$ gives $\beta/\alpha=-(E_k+\Delta)/h_k$. Since $h_k^2=(E_k-\Delta)(E_k+\Delta)$, this means $|\beta|^2/|\alpha|^2=(E_k+\Delta)/(E_k-\Delta)$, and with $|\alpha|^2+|\beta|^2=1$ the weight on the upper site is $|\alpha|^2=\frac12(1-\Delta/E_k)$. For two spins the upper site thus lacks $\Delta/E_k$ electrons, averaged over $k$, and the lower one gains them. Take $\Delta=2$ eV and multiply the insulator hoppings by 0.745 to hold the gap at $2\sqrt{2^2+2.236^2}=6$ eV. Then $\Delta/E_k$ lies between 0.41 and 0.67. In the contact, the largest departure from one electron on a site is 0.52. With an upper site next to the metal, the insulator gains 0.049 electrons in total without electrostatic feedback, more than three times the size of the transfer from the 0.5 eV misalignment. With a lower site there instead, it loses the same amount, so the sign depends on how the insulator is terminated. These numbers are not self-consistent. With cores of charge $+e$ the planes carry alternating charges of about $0.51\,e$, and the planar formula above would give a step of about 4.7 eV per cell, some 40 eV across the film, so feedback would change this case completely.

Hopping within a sublattice also breaks the symmetry. A second-neighbour hopping $t'=0.2$ eV in the insulator adds $2t'\cos k$ to both bulk bands. At the gap edges, $k=\pi$, this moves midgap by $-2t'=-0.4$ eV. It does not alter the bulk wave functions, so bulk sites remain half filled while the Fermi level stays in the gap. Near the contact and the far end this argument does not apply. The largest departure on a site is 0.0087 electrons, and the insulator gains 0.0037 in total, again without feedback. Temperature matters much less: between 0 and 300 K the transfer caused by the 0.5 eV misalignment changes by $8\times10^{-6}$ electrons.

The gap of 6 eV is roughly that of hafnium dioxide, which is used as a gate insulator, and a permittivity of 4 is roughly that of its electrons alone. The hoppings and the area are round model values. Part of the electronic response is already in the chain, so this permittivity is a parameter and not a measured input, and the fraction 0.71 depends on it: it is 0.42 for $\varepsilon_r=1$ and 0.93 for $\varepsilon_r=25$. It also depends on where the countercharge is placed, being 0.78 with that plane 0.125 nm closer and 0.60 with it 0.25 nm farther away. The field of 3.8 MV/cm is of the order of breakdown fields in such films, but here it exists only within the first atomic distances and does not cross the film. The assumption that a real oxide breaks most plainly is that of equal site energies, since metal and oxygen atoms attract electrons differently. In the ionic chain above, without electrostatic feedback, this moves more charge than a half-volt misalignment does, though that polar stacking gives no estimate for a real oxide. Defects, lattice relaxation, correlation and the three-dimensional bands are also absent. The neutral level of a real gate stack therefore cannot be placed at midgap on the strength of this theorem; the theorem needs the sublattice symmetry of the whole contact, metal included, and the presence of gap states alone is not enough. The remaining values are in the numerical output.

## Table of computed values

```
random chains, largest |n-1/2| at 0 K: 1.6886e-13
random chains, largest |n-1/2| at kT=0.4 eV: 1.8874e-15
random chains, largest opposite-sublattice bond order: 0.49393
odd chain, largest |n-1/2| with zero mode empty: 0.14124
metal hopping: 2 eV
contact hopping: 1.5 eV
strong insulator hopping: 4.5 eV
weak insulator hopping: 1.5 eV
insulator gap: 6 eV
insulator cell length: 0.5 nm
insulator thickness: 4 nm
area per chain: 0.1225 nm^2
background relative permittivity: 4
temperature: 300 K
thermal energy: 0.025852 eV
contact, largest |n-1/2| at 0 K: 1.1657e-15
contact, largest |n-1/2| at 300 K: 1.1102e-15
semi-infinite metal, largest |n-1/2|: 1.4552e-20
midgap density of states per spin, insulator site 2: 0.017684 1/eV
midgap density of states per spin, insulator site 4: 0.0019649 1/eV
midgap density of states per spin, insulator site 6: 0.00021832 1/eV
gap-state density decay length: 0.22756 nm
far-face / site-2 midgap density: 2.0908e-07
site 2 valence-band weight per spin: 0.4364
site 2 filled gap weight per spin: 0.063603
site 2 total occupation per spin: 0.5
initial insulator midgap above Fermi level: 0.5 eV
excess electrons in insulator, no feedback: -0.013881
change of that excess from 0 to 300 K: -7.7762e-06
excess electrons in insulator, self-consistent: -0.010205
insulator sheet charge: 1.3347 uC/cm^2
field between metal plane and insulator site 1: 3.7685 MV/cm
remaining midgap offset deep in insulator: 0.35418 eV
remaining / initial offset: 0.70837
remaining / initial offset without contact hopping: 1
ionic site energy, plus and minus: 2 eV
hopping scale factor that keeps the gap: 0.74536
ionic case, largest |excess electrons| on a site: 0.52399
ionic case, total excess electrons in insulator: 0.049345
second-neighbour hopping: 0.2 eV
midgap shift from second-neighbour hopping: -0.4 eV
second-neighbour case, largest |excess electrons| on a site: 0.0086633
second-neighbour case, total excess electrons in insulator: 0.0036961
```
